# Phosphorus hyperfine coupling in silicon and the Kohn–Luttinger contact density

## Question and data

A phosphorus atom replaces one atom of a silicon crystal and binds one extra electron. At low temperature the electron occupies the fully symmetric ground state $A_1$ of the tetrahedral site. Its spin $\mathbf S$ couples to the spin $\mathbf I$ of the $^{31}$P nucleus through $H=A\,\mathbf I\cdot\mathbf S$. Both spins are $1/2$ and dimensionless, and $A/h=117.5$ MHz.

Take $g_e=2.00232$ and the nuclear factor $g_n=2.2632$, defined by $\boldsymbol\mu_n=g_n\mu_N\mathbf I$. The silicon parameters are rough typical values:

- transverse and longitudinal masses $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$, and dielectric constant $\varepsilon=11.4$;
- lattice constant $a_L=0.543$ nm, with six conduction valleys at $0.85$ of the distance from $\Gamma$ to $X$;
- bunching factor $\eta=180$, the density of a band-edge Bloch function at a silicon nucleus divided by its cell average;
- observed donor binding energy $45$ meV.

The electron wavefunction $\psi$ is normalized to one. Core polarization is neglected, so the spin density at the nucleus is identified with $|\psi(0)|^2$.

## (a) The contact interaction

**Derive $A$ in terms of $|\psi(0)|^2$, and show how $A$ appears in electron spin resonance.**

**Answer.** Consider first a spherical magnetization $M(r)\hat{\mathbf z}$. Its bound current is

$$\mathbf J=\nabla\times(M\hat{\mathbf z})=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}=-M'(r)\sin\theta\,\hat{\boldsymbol\phi}.$$

The vector from the source point to the origin is $-\mathbf r$, so the Biot–Savart law gives

$$\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\hat{\mathbf r})}{r^2}\,d^3r .$$

Since $\hat{\boldsymbol\phi}\times\hat{\mathbf r}=\hat{\boldsymbol\theta}$, the cross product is $M'\sin\theta\,\hat{\boldsymbol\theta}$. Its $z$ component is $-M'\sin^2\theta$, because $\hat\theta_z=-\sin\theta$. The factor $r^2$ in the volume element cancels the denominator:

$$B_z(0)=-\frac{\mu_0}{4\pi}\int_0^\infty M'\,dr\int\sin^2\theta\,d\Omega
=\frac{\mu_0}{4\pi}M(0)\frac{8\pi}{3}=\frac23\mu_0M(0).$$

Direct quadrature of the Biot–Savart integral for an exponential density gives the coefficient $0.666667$.

The donor density is not spherical. Its non-spherical part vanishes at the nucleus and acts there as a distribution of ordinary dipoles, whose field is linear in the spin through a symmetric traceless tensor. The twofold rotations of the tetrahedral site remove the off-diagonal elements of this tensor, and the threefold rotations make its diagonal elements equal. Zero trace then makes them all vanish. The contact field remains.

The electron moment is opposite to its spin, so $\mathbf M(0)=-g_e\mu_B\mathbf S|\psi(0)|^2$. The nuclear energy is

$$-\boldsymbol\mu_n\cdot\mathbf B(0)
=\frac23\mu_0g_e\mu_Bg_n\mu_N|\psi(0)|^2\,\mathbf I\cdot\mathbf S,$$

and therefore

$$A=\frac23\mu_0g_e\mu_Bg_n\mu_N|\psi(0)|^2. \tag{1}$$

In a field $B$ along $z$, put $z_e=g_e\mu_BB$ and $z_n=g_n\mu_NB$. The Hamiltonian is $z_eS_z-z_nI_z+A\mathbf I\cdot\mathbf S$. The two parallel states have energies $\pm(z_e-z_n)/2+A/4$. The antiparallel states mix, with energies $-A/4\pm R/2$, where $R=\sqrt{(z_e+z_n)^2+A^2}$. The two electron-flip lines at high field are

$$h\nu_1=\tfrac12(z_e-z_n+R)+\tfrac A2,\qquad
h\nu_2=\tfrac12(z_e-z_n+R)-\tfrac A2 .$$

At fixed field they differ in frequency by $A/h$. If the field is swept at fixed frequency, their separation to leading order is $A/(g_e\mu_B)=4.19$ mT.

## (b) Inverting the measured constant

**Find the electron density at the phosphorus nucleus. Estimate the relativistic correction from the Dirac $1s$ state with $Z=15$.**

**Answer.** Solving (1) for the density gives

$$|\psi(0)|^2=\frac{3A}{2\mu_0g_e\mu_Bg_n\mu_N}.$$

With $A=h(117.5\times10^6\ \mathrm{Hz})$, the numerator is $2.3357\times10^{-25}$ and the denominator $5.3349\times10^{-55}$ in SI units. Hence

$$|\psi(0)|^2=4.378\times10^{29}\ \mathrm{m^{-3}}
=0.438\times10^{24}\ \mathrm{cm^{-3}}.$$

The same formula applied to hydrogen with a fixed nucleus gives $1422.8$ MHz, in accord with the known rough size of $1.4$ GHz.

For the relativistic estimate, let $\gamma=\sqrt{1-(Z\alpha)^2}$ and $s=Zr/a_0$, with $\alpha$ the fine-structure constant and $a_0$ the Bohr radius. The radial Dirac components have magnitudes $P\propto s^\gamma e^{-s}$ and $Q=tP$, where $t=(1-\gamma)/(Z\alpha)$. The magnetic coupling is proportional to $\int PQ\,s^{-2}ds$. Dividing by the norm,

$$\frac{\int PQ\,s^{-2}ds}{\int(P^2+Q^2)ds}
=\frac{t}{1+t^2}\,\frac{4\,\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}
=\frac{t}{1+t^2}\,\frac{4}{2\gamma(2\gamma-1)}.$$

Because $(Z\alpha)^2=(1-\gamma)(1+\gamma)$, we have $t^2=(1-\gamma)/(1+\gamma)$ and $t/(1+t^2)=Z\alpha/2$. The ratio is thus $Z\alpha/[\gamma(2\gamma-1)]$, which tends to $Z\alpha$ in the non-relativistic limit. The enhancement is

$$\frac1{\gamma(2\gamma-1)}=1.018\qquad(Z=15).$$

If the donor has a similar enhancement, the non-relativistic density needed to produce the measured $A$ falls to $0.430\times10^{24}$ cm$^{-3}$. Formula (1) itself gives $0.438\times10^{24}$ cm$^{-3}$, which is the value used below. The $1s$ factor indicates the size of the correction and is not a relativistic calculation of the donor. Higher hydrogenic $s$ states with $Z=15$ give $1.022$ to $1.026$, so the correction is $2$ to $3\%$.

## (c) Six valleys and Bloch bunching

**Write the Kohn–Luttinger contact density in terms of the one-valley envelope $F$. Examine the neglected overlap of opposite valleys.**

**Answer.** The symmetric state is

$$\psi(\mathbf r)=\frac1{\sqrt6}\sum_{j=1}^{6}F_j(\mathbf r)\varphi_j(\mathbf r).$$

Each $F_j$ is normalized to one over all space, and each $|\varphi_j|^2$ has cell average one. An envelope that varies slowly across a cell then gives each term unit norm. Symmetry makes the six values $F_j(0)$ equal, and in $A_1$ the six Bloch amplitudes at the nucleus add with the same phase:

$$|\psi(0)|^2=\left|\frac{6}{\sqrt6}F(0)\varphi(0)\right|^2=6\,\eta\,F(0)^2. \tag{2}$$

The factor six is constructive interference at the nucleus. The other five valley combinations are orthogonal to $(1,1,1,1,1,1)$, so their coefficients sum to zero and this leading contact density vanishes. Equation (2) also assumes that a silicon Bloch function describes the electron at a phosphorus nucleus.

Normalization of $\psi$ neglects products of different valleys. Opposite valleys are separated by $1.70(2\pi/a_L)$, which is equivalent, up to a reciprocal-lattice vector, to $q=0.30(2\pi/a_L)=3.47$ nm$^{-1}$. For the exponential envelope of part (d), with longitudinal radius $b$, scaled coordinates and $\kappa=qb$ give

$$\begin{aligned}
\int F^2\cos(qz)\,d^3r
&=4\int_0^\infty s^2e^{-2s}\frac{\sin\kappa s}{\kappa s}\,ds
=\frac4\kappa\,\mathrm{Im}\frac1{(2-i\kappa)^2}\\
&=\frac{16}{(4+\kappa^2)^2}
=\left[1+\left(\frac{qb}{2}\right)^2\right]^{-2}.
\end{aligned}$$

With $b=1.361$ nm this is $2.3\%$. It multiplies a Fourier coefficient of the product of two periodic Bloch factors, whose magnitude cannot exceed one by the Cauchy–Schwarz inequality. This component therefore changes the norm by at most $2.3\%$. Perpendicular valleys are at least $1.02(2\pi/a_L)$ apart, more than three times as far, and their overlap is neglected.

## (d) The effective-mass envelope

**Use the trial function**

$$F=\frac{1}{\sqrt{\pi a^2b}}\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right],\qquad a>b,$$

**to find the energy to be minimized. Evaluate the contact density for $a=2.373$ nm and $b=1.361$ nm, the radii at the minimum.**

**Answer.** Set $x=as_x$, $y=as_y$, $z=bs_z$. The volume element is $a^2b\,d^3s$, and $\int e^{-2s}d^3s=\pi$ confirms the norm. Also

$$\partial_xF=-\frac{s_x}{as}F,\qquad
\int|\partial_xF|^2d^3r=\frac1{a^2}\left\langle\frac{s_x^2}{s^2}\right\rangle=\frac1{3a^2}.$$

The $y$ direction gives the same value, and the $z$ direction gives $1/(3b^2)$. The kinetic energy is

$$T=\frac{\hbar^2}{2}\left(\frac{2}{3m_ta^2}+\frac1{3m_lb^2}\right).$$

For the attraction, $r=s\sqrt{a^2-(a^2-b^2)c^2}$ with $c=s_z/s$. The radial average is $\langle1/s\rangle=4\int_0^\infty se^{-2s}ds=1$, and the angular average is

$$\int_0^1\frac{dc}{\sqrt{a^2-(a^2-b^2)c^2}}
=\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}}.$$

Therefore

$$E(a,b)=T-U,\qquad
U=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,
\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}}.$$

As $b\to a$ with $m_l=m_t=m$, this becomes the hydrogenic $\hbar^2/(2ma^2)-e^2/(4\pi\varepsilon_0\varepsilon a)$.

At the stated radii, $\hbar^2/2m_0=38.10$ meV nm$^2$ gives $T=38.10(0.6231+0.1956)=31.19$ meV. With $e^2/4\pi\varepsilon_0=1440$ meV nm, $U=(1440/11.4)(0.4938)=62.38$ meV. The binding is $31.19$ meV. These numbers satisfy $U=2T$, as they must: if both radii are multiplied by $\lambda$, the energy is $T/\lambda^2-U/\lambda$, which is stationary at $\lambda=1$ when $U=2T$.

The envelope density is

$$F(0)^2=\frac1{\pi(2.373)^2(1.361)}\ \mathrm{nm^{-3}}
=4.15\times10^{19}\ \mathrm{cm^{-3}}.$$

Six-valley interference raises this to $2.49\times10^{20}$ cm$^{-3}$, and bunching by $180$ gives

$$|\psi(0)|^2_{\rm KL}=4.48\times10^{22}\ \mathrm{cm^{-3}}.$$

The trial function is adequate for this purpose. A converged diagonalization of the same one-valley Coulomb problem gives a binding of $31.23$ meV and $F(0)^2=4.10\times10^{19}$ cm$^{-3}$, about $1\%$ below the trial value. A better envelope within this model does not close the gap found next.

## (e) The shortfall

**Compare theory with the measured constant. State how secure the comparison is.**

**Answer.** The ratio of densities is

$$\frac{0.438\times10^{24}}{0.0448\times10^{24}}=9.8 .$$

The theory yields $10\%$ of the density inferred from (1), or $A/h=12.0$ MHz in place of $117.5$ MHz. In amplitude the deficit is $\sqrt{9.76}=3.1$, since the contact density is quadratic in $\psi(0)$.

The second digit depends on the inputs. The shortfall is inversely proportional to $\eta$. Changing $\varepsilon$ from $11.4$ to $11.9$, with the masses and $\eta$ fixed, lowers the theoretical density by $12\%$. The relativistic estimate lowers the shortfall by about $2\%$. "About ten" is the appropriate statement for this model; none of these changes removes the discrepancy.

## (f) Shrinking or a central cell?

**The observed binding exceeds the effective-mass value. Can uniform shrinking of the envelope explain the missing density? Compare it with a short-range attraction at the donor.**

**Answer.** Strengthen the Coulomb potential by lowering $\varepsilon$ at fixed masses. All lengths scale as $\varepsilon$, energies as $\varepsilon^{-2}$, and $F(0)^2$ as $\varepsilon^{-3}$. Thus $F(0)^2\propto E_{\rm b}^{3/2}$, where $E_{\rm b}$ is the binding energy, and the gain is

$$\left(\frac{45}{31.19}\right)^{3/2}=1.73 .$$

A factor of $9.76/1.73=5.6$ would remain.

Now keep the Coulomb tail but add attraction confined to the central cell. For an estimate, replace the anisotropic problem by an isotropic one with the same effective-mass binding $E_0=31.23$ meV. Its radius is

$$a^*=\frac{e^2}{8\pi\varepsilon_0\varepsilon E_0}=2.02\ \mathrm{nm}.$$

Let $u=rF$ and $\nu=\sqrt{E_0/45\ \mathrm{meV}}=0.833$. Outside the cell,

$$u''+\frac{2}{a^*r}u-\frac1{\nu^2a^{*2}}u=0.$$

Substituting $x=2r/(\nu a^*)$ and dividing by $4/(\nu^2a^{*2})$ gives

$$\frac{d^2u}{dx^2}+\left(\frac\nu x-\frac14\right)u=0.$$

The decaying solution is the Whittaker function $W_{\nu,1/2}(x)$. For $\nu=1$ it is $xe^{-x/2}$, the hydrogenic ground state. For $0<\nu<1$ it has the representation

$$W_{\nu,1/2}(x)=\frac{xe^{-x/2}}{\Gamma(1-\nu)}
\int_0^\infty e^{-xt}\left(\frac{1+t}{t}\right)^\nu dt .$$

As $x\to0$, large $t$ dominates and the integral tends to $1/x$. Hence $W\to1/\Gamma(1-\nu)$, which is not zero, and the outer solution $F=u/r$ would diverge as $1/r$ at the origin. At the atomic radii used below its rise is slower, roughly as $r^{-0.6}$. The growth cannot be continued to the nucleus, where the outer equation has failed.

At a chosen cell radius $r_c$, compare the normalized tail with the hydrogenic density at the same radius:

$$G(r_c)=\frac{W_{\nu,1/2}^2(2r_c/\nu a^*)\big/\int_0^\infty W_{\nu,1/2}^2(2r/\nu a^*)\,dr}
{4r_c^2e^{-2r_c/a^*}/a^{*3}} .$$

Three atomic lengths give:

| $r_c$ | Length (nm) | Gain $G$ |
|---|---:|---:|
| Half a bond | 0.118 | 12.2 |
| Atomic sphere | 0.168 | 8.2 |
| One bond | 0.235 | 5.9 |

If the gain at the atomic-sphere radius is carried unchanged to the nucleus, the density becomes $8.19(4.485\times10^{22})=3.7\times10^{23}$ cm$^{-3}$. Only $0.98\%$ of the tail's norm lies inside that sphere, so leaving this inner region out of the normalization would change $G$ by only about $1\%$.

A localized attraction can thus supply an enhancement of the needed size where uniform shrinking cannot. The estimate is not a prediction of $A$: it takes the binding from observation, varies by a factor of two over the radii shown, and assumes how the outer gain enters the core. That last assumption matters most: inside the well the envelope keeps rising towards the centre. For square, parabolic and Gaussian wells of about the atomic-sphere size, each tuned to $45$ meV, the gain at the centre is $1.4$ to $2.9$ times its value at $0.168$ nm; a singular screened-Coulomb attraction gives about $6$ times. The isotropic replacement also hides a direction dependence. With the true masses and a Gaussian well, the gain at $0.168$ nm is $5$ to $6$ along the valley axis and $9$ to $10$ across it, while the gain at the centre stays within $5\%$ of the isotropic value.

## (g) The phosphorus core and real donors

**Free-atom restricted open-shell Hartree–Fock calculations give $3s$ densities at the nucleus of $3.80\times10^{25}$ cm$^{-3}$ for P and $2.57\times10^{25}$ cm$^{-3}$ for Si. What do they imply? How would valley repopulation by strain change the contact density?**

**Answer.** Going from the smaller to the larger basis changes each atomic density by about $0.08\%$. The open-shell $3s$ orbital also depends on which Fock operator defines it: common choices give $3.72$ to $3.85\times10^{25}$ cm$^{-3}$ for P, $2.54$ to $2.59\times10^{25}$ cm$^{-3}$ for Si, and a ratio of $1.46$ to $1.48$, so the third digit is a matter of convention. The calculations omit correlation, relativity and the compression of the atom in the solid, so basis convergence is not a measure of their total error.

The measured density equals $0.438/38.0=1.15\%$ of one electron in the free phosphorus $3s$ orbital. This is an equivalent weight, not a measured population.

The silicon value also tests whether $\eta$ is reasonable. The volume per atom is $a_L^3/8=2.00\times10^{-23}$ cm$^3$. A Bloch density normalized to one electron in this volume has nuclear density $180/(2.00\times10^{-23})=9.0\times10^{24}$ cm$^{-3}$. Division by the atomic $3s$ density gives an $s$ weight of $0.35$. It lies between zero and one, so the adopted $\eta$ is possible on this rough count, though not thereby established.

The P/Si density ratio is $1.48$. Multiplying the silicon Bloch density by this ratio reduces the shortfall from $9.8$ to $6.6$. The free ion P$^+$ in place of neutral P gives a ratio of $1.63$ and a shortfall of $6.0$. The different core accounts for part of the deficit in this estimate, but not most of it. Applying the atomic-sphere gain as well would give $1.48(3.67\times10^{23})=5.4\times10^{23}$ cm$^{-3}$, above the measured density. The two rough corrections do not form a quantitative theory; that requires the wavefunction inside the donor cell.

The parameters above describe isolated donors in nearly unstrained bulk silicon. At $4$ K the thermal energy is $0.345$ meV. This is far below both the $45$ meV binding and the gap of roughly $14$ meV between the observed ground state and the effective-mass level. The other five valley combinations should lie near that level, since their leading density in the central cell vanishes, so the electron stays in $A_1$. Donors in devices may be strained, which breaks the equality of the valleys. If strain leaves $N$ equivalent valleys in phase, the argument of (2) gives $N\eta F(0)^2$. For $N=2$, with $\eta$ and $F(0)$ held fixed, the contact density is one third of the six-valley value. Scaling the measured constant by the same factor would give about $39$ MHz. This limit requires the strain splitting to dominate the valley coupling at the donor; it also ignores changes in the central-cell enhancement and any dipolar coupling allowed by the lower symmetry. The first omission can be large. If two valleys in phase feel one third of the short-range attraction, the isotropic model of part (f) gives a binding near $33$ meV, a central gain near $2$, and $A/h$ of only $4$ to $6$ MHz. The value $39$ MHz counts valley repopulation alone and is not a prediction for a strongly strained donor.

The numerical output lists the computed values to more digits than the rough silicon parameters justify.

## Computed values

```
Input A/h: 117.5 MHz
Input P-31 nuclear g factor: 2.2632
Free-electron g factor: 2.00232
Rough transverse mass: 0.19 m0
Rough longitudinal mass: 0.92 m0
Rough dielectric constant: 11.4
Rough bunching factor eta: 180
Rough lattice constant: 0.543 nm
Rough valley position / Gamma-X: 0.85
Rough observed binding: 45 meV
Contact field / (mu0 M(0)), quadrature: 0.666667
Hydrogen A/h from contact formula: 1422.8 MHz
Resonance line separation: 4.193 mT
Density from measured A: 4.3782e+23 cm^-3
Same density: 4.3782e+29 m^-3
Envelope radius a: 2.373 nm
Envelope radius b: 1.361 nm
Variational binding: 31.19 meV
Converged effective-mass binding: 31.23 meV
Basis shift of binding: 0.000 %
Variational F(0)^2: 4.152e+19 cm^-3
Converged F(0)^2: 4.096e+19 cm^-3
Basis shift of F(0)^2: 0.000 %
Six-valley density without bunching: 2.491e+20 cm^-3
Kohn-Luttinger density with bunching: 4.485e+22 cm^-3
Kohn-Luttinger A/h: 12.04 MHz
Density shortfall factor: 9.76
Amplitude shortfall factor: 3.12
Fraction of measured density obtained: 10.2 %
Shortfall with converged envelope: 9.90
Gain from uniform shrinking: 1.73
Isotropic radius a*: 2.022 nm
Central-cell nu: 0.8331
Atomic-sphere radius: 0.1684 nm
Tail gain at atomic-sphere radius: 8.19
Density with that gain: 3.672e+23 cm^-3
Half bond length: 0.1176 nm
Tail gain at half bond length: 12.16
Bond length: 0.2351 nm
Tail gain at bond length: 5.89
Tail weight inside atomic sphere: 0.98 %
Relativistic 1s contact factor, Z=15: 1.0183
Measured density / this factor: 4.2996e+23 cm^-3
Opposite-valley overlap bound: 2.31 %
Alternative dielectric constant: 11.9
Density change with it: -12.1 %
P atom 3s density, ROHF: 3.799e+25 cm^-3
P basis shift: 0.077 %
Si atom 3s density, ROHF: 2.573e+25 cm^-3
Si basis shift: 0.078 %
P/Si 3s density ratio: 1.477
Shortfall after P/Si core scaling: 6.61
P 3s weight matching measured density: 1.15 %
Si 3s weight implied by eta: 0.350
Thermal energy at 4 K: 0.345 meV
```
